# Original Compression of a Film Inferred from a Straight Blister: a program that tests the result

```python
"""Original compression of a film inferred from a straight buckled blister.

Result under test:
    sigma0 = sigma_c * (1 + 0.75*(w0/h)**2)
    sigma_c = (pi**2/12) * Ebar * (h/b)**2
h: film thickness, b: blister half-width, w0: crest height,
Ebar: plane-strain modulus E/(1-nu**2), sigma_c: stress left in the blister,
sigma0: compression across the strip before buckling (compression positive).
Lengths are in micrometres and stresses in GPa throughout.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq, root

h, b, w0, Ebar = 1.0, 20.0, 2.0, 300.0
nu = 0.25                 # film Poisson ratio, rough
Ebar_substrate = 170.0    # silicon plane-strain modulus, rough
mismatch_per_K = 1.0e-6   # assumed expansion mismatch
cooling_K = 250.0         # assumed cooling after growth


def critical_stress(h, b, Ebar):
    return np.pi**2 / 12 * Ebar * (h / b)**2


def original_stress(h, b, w0, Ebar):
    return critical_stress(h, b, Ebar) * (1 + 0.75 * (w0 / h)**2)


sigma_c = critical_stress(h, b, Ebar)
sigma0 = original_stress(h, b, w0, Ebar)
released = sigma0 - sigma_c
bending = Ebar * h * np.pi**2 * w0 / (4 * b**2)
crest_tension = bending - sigma_c
max_slope = np.pi * w0 / (2 * b)

# Buckling stress from a finite-difference eigenproblem with clamped ends.
n = 400
step = 2 * b / (n + 1)
second = (2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)) / step**2
fourth = (6 * np.eye(n) - 4 * np.eye(n, k=1) - 4 * np.eye(n, k=-1)
          + np.eye(n, k=2) + np.eye(n, k=-2))
fourth[0, 0] = fourth[-1, -1] = 7
fourth /= step**4
eigenvalue = eigh(fourth, second, eigvals_only=True,
                  subset_by_index=[0, 0])[0]
sigma_c_numeric = Ebar * h**2 / 12 * eigenvalue
assert abs(sigma_c_numeric / sigma_c - 1) < 1e-3  # grid error


def exact_rod(h, b, w0, Ebar):
    """Original stress and crest tension from an extensible exact rod.

    Unknowns: stress-free half-length, horizontal force over Ebar, and
    curvature at the clamped edge. Integration runs from edge to crest.
    """
    guess = np.array([b, np.pi**2 * h**3 / (12 * b**2),
                      np.pi**2 * w0 / (2 * b**2)])

    def shoot(factors):
        length, force, edge_curvature = factors * guess

        def rhs(s, state):
            x, y, angle = state
            stretch = 1 - force * np.cos(angle) / h
            curvature = edge_curvature - 12 * force * y / h**3
            return [length * stretch * np.cos(angle),
                    length * stretch * np.sin(angle),
                    length * curvature]

        end = solve_ivp(rhs, (0, 1), [0, 0, 0], method="DOP853",
                        rtol=1e-11, atol=1e-13).y[:, -1]
        return end

    def residual(factors):
        x, y, angle = shoot(factors)
        return [x / b - 1, y / w0 - 1, angle * b / w0]

    solution = root(residual, np.ones(3), tol=1e-11)
    assert np.max(np.abs(residual(solution.x))) < 1e-8
    length, force, edge_curvature = solution.x * guess
    crest_height = shoot(solution.x)[1]
    crest_curvature = edge_curvature - 12 * force * crest_height / h**3
    stress = Ebar * (1 - b / length)
    tension = Ebar * (-crest_curvature * h / 2 - force / h)
    return stress, tension


sigma0_rod, tension_rod = exact_rod(h, b, w0, Ebar)
assert abs(sigma0_rod / sigma0 - 1) < 0.04      # finite slope and strain
assert abs(tension_rod / crest_tension - 1) < 0.04
sigma0_half = original_stress(h / 2, b, w0 / 2, Ebar)
rod_half, _ = exact_rod(h / 2, b, w0 / 2, Ebar)
error_full = sigma0_rod / sigma0 - 1
error_half = rod_half / sigma0_half - 1
error_ratio = error_full / error_half
assert 3.5 < error_ratio < 4.5  # second-order discrepancy

# Hooke's law in the film plane, with no stress normal to the surface.
E = Ebar * (1 - nu**2)
compliance = np.array([[1, -nu], [-nu, 1]]) / E
released_strain = quad(
    lambda x: 0.5 * (w0 * np.pi / (2 * b) * np.sin(np.pi * x / b))**2,
    -b, b)[0] / (2 * b)
stress_drop = np.linalg.solve(compliance, [released_strain, 0])
assert abs(stress_drop[0] / released - 1) < 1e-9
along_ridge = sigma0 - nu * released
assert abs(sigma0 - stress_drop[1] - along_ridge) < 1e-9
biaxial_strain = (compliance @ np.array([sigma0, sigma0]))[0]
thermal_strain = mismatch_per_K * cooling_K
thermal_stress = np.linalg.solve(compliance,
                                 [thermal_strain, thermal_strain])[0]

# Logarithmic sensitivities by central differences.
inputs = np.array([h, b, w0, Ebar])
sensitivity = []
for i in range(4):
    up, down = inputs.copy(), inputs.copy()
    up[i] *= np.exp(1e-4)
    down[i] *= np.exp(-1e-4)
    sensitivity.append(np.log(original_stress(*up)
                              / original_stress(*down)) / 2e-4)
sensitivity = np.array(sensitivity)
expected = [2 * sigma_c / sigma0, -2, 2 * (1 - sigma_c / sigma0), 1]
assert np.allclose(sensitivity, expected, atol=1e-6)
combined_error = 0.05 * np.sqrt(np.sum(sensitivity**2))

# Half-width at which a film under sigma0 starts to buckle.
onset = brentq(lambda a: critical_stress(h, a, Ebar) - sigma0, 1, b)
assert abs(onset / (b * np.sqrt(sigma_c / sigma0)) - 1) < 1e-9

# Outside pressure of one atmosphere on an evacuated blister.
pressure = constants.atm / 1e9
D = Ebar * h**3 / 12


def pressed_shape(q):
    k = q / b
    N = D * k**2
    amplitude = -pressure * b / (N * k * np.sin(q))
    height = amplitude * (1 - np.cos(q)) + pressure * b**2 / (2 * N)
    return height, amplitude, k, N


q_pressed = brentq(lambda q: pressed_shape(q)[0] - w0,
                   np.pi + 1e-6, 1.4 * np.pi)
_, amplitude, k, N = pressed_shape(q_pressed)
strain_pressed = quad(lambda x: 0.5 * (amplitude * k * np.sin(k * x)
                                     + pressure * x / N)**2, 0, b)[0] / b
sigma0_pressed = N / h + Ebar * strain_pressed
assert abs(sigma0_pressed / sigma0 - 1) < 0.02

# Substrate yielding: tangential line force F on a half-plane gives the
# radial stress -2F cos(angle)/(pi r); check that it carries the force F.
carried = quad(lambda a: 2 / np.pi * np.cos(a)**2, 0, np.pi)[0]
assert abs(carried - 1) < 1e-10
slide_length = quad(lambda r: 2 * Ebar / (np.pi * Ebar_substrate * r),
                    h, 2 * b)[0]
rotation_length = h  # assumed order of magnitude


def yielding_edge(rotation, slide):
    q = brentq(lambda q: np.sin(q) + rotation / b * q * np.cos(q),
               np.pi / 2, np.pi)
    k = q / b
    amplitude = w0 / (1 - np.cos(q))
    extra = quad(lambda x: 0.5 * (amplitude * k * np.sin(k * x))**2,
                 0, b)[0]
    return D * k**2 / h + Ebar * extra / (b + slide)


assert abs(yielding_edge(1e-8, 0) / sigma0 - 1) < 1e-6
sigma0_rotation = yielding_edge(rotation_length, 0)
sigma0_yielding = yielding_edge(rotation_length, slide_length)
assert sigma0_yielding < sigma0_rotation < sigma0


def percent(value):
    return 100 * (value / sigma0 - 1)


print(f"Film thickness h = {h:.1f} um")
print(f"Blister half-width b = {b:.1f} um")
print(f"Crest height w0 = {w0:.1f} um")
print(f"Plane-strain modulus = {Ebar:.0f} GPa")
print(f"Film Poisson ratio (rough) = {nu:.2f}")
print(f"Substrate modulus (rough) = {Ebar_substrate:.0f} GPa")
print(f"Bending stiffness D = {D:.1f} GPa um^3")
print(f"Stress left in blister = {sigma_c:.4f} GPa")
print(f"Same, finite differences = {sigma_c_numeric:.4f} GPa")
print(f"Released strain = {100*released_strain:.4f} %")
print(f"Released stress = {released:.4f} GPa")
print(f"Original compression = {sigma0:.4f} GPa")
print(f"Original compression = {1000*sigma0:.0f} MPa")
print(f"Ratio original/left = {sigma0/sigma_c:.3f}")
print(f"Onset half-width = {onset:.2f} um")
print(f"Largest slope = {max_slope:.4f}")
print(f"Exact-rod compression = {sigma0_rod:.4f} GPa")
print(f"Exact-rod shift = {100*error_full:.2f} %")
print(f"Shift with h and w0 halved = {100*error_half:.3f} %")
print(f"Ratio of the two shifts = {error_ratio:.2f}")
print(f"Crest bending stress = {bending:.3f} GPa")
print(f"Net tension on crest top = {crest_tension:.3f} GPa")
print(f"Same, exact rod = {tension_rod:.3f} GPa")
print(f"Mean compression along ridge = {along_ridge:.3f} GPa")
for name, value in zip(["h", "b", "w0", "modulus"], sensitivity):
    print(f"Log sensitivity to {name} = {value:.2f}")
print(f"Error from 5% in each input = {100*combined_error:.1f} %")
print(f"Same error in stress = {combined_error*sigma0:.2f} GPa")
print(f"Original biaxial strain = {100*biaxial_strain:.3f} %")
print(f"Assumed expansion mismatch = {1e6*mismatch_per_K:.1f} ppm/K")
print(f"Assumed cooling = {cooling_K:.0f} K")
print(f"Thermal mismatch strain = {100*thermal_strain:.3f} %")
print(f"Thermal stress size = {thermal_stress:.3f} GPa")
print(f"Thermal share = {100*thermal_stress/sigma0:.1f} %")
print(f"Compression with 1 atm outside = {sigma0_pressed:.4f} GPa")
print(f"Pressure shift = {percent(sigma0_pressed):.2f} %")
print(f"Assumed edge rotation length = {rotation_length:.1f} um")
print(f"Estimated edge slide length = {slide_length:.2f} um")
print(f"Compression, rotation only = {sigma0_rotation:.2f} GPa")
print(f"Rotation shift = {percent(sigma0_rotation):.1f} %")
print(f"Compression, rotation and slide = {sigma0_yielding:.2f} GPa")
print(f"Rotation and slide shift = {percent(sigma0_yielding):.1f} %")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Film thickness h = 1.0 um
Blister half-width b = 20.0 um
Crest height w0 = 2.0 um
Plane-strain modulus = 300 GPa
Film Poisson ratio (rough) = 0.25
Substrate modulus (rough) = 170 GPa
Bending stiffness D = 25.0 GPa um^3
Stress left in blister = 0.6169 GPa
Same, finite differences = 0.6168 GPa
Released strain = 0.6169 %
Released stress = 1.8506 GPa
Original compression = 2.4674 GPa
Original compression = 2467 MPa
Ratio original/left = 4.000
Onset half-width = 10.00 um
Largest slope = 0.1571
Exact-rod compression = 2.4375 GPa
Exact-rod shift = -1.21 %
Shift with h and w0 halved = -0.306 %
Ratio of the two shifts = 3.96
Crest bending stress = 3.701 GPa
Net tension on crest top = 3.084 GPa
Same, exact rod = 3.050 GPa
Mean compression along ridge = 2.005 GPa
Log sensitivity to h = 0.50
Log sensitivity to b = -2.00
Log sensitivity to w0 = 1.50
Log sensitivity to modulus = 1.00
Error from 5% in each input = 13.7 %
Same error in stress = 0.34 GPa
Original biaxial strain = 0.658 %
Assumed expansion mismatch = 1.0 ppm/K
Assumed cooling = 250 K
Thermal mismatch strain = 0.025 %
Thermal stress size = 0.094 GPa
Thermal share = 3.8 %
Compression with 1 atm outside = 2.4764 GPa
Pressure shift = 0.37 %
Assumed edge rotation length = 1.0 um
Estimated edge slide length = 4.14 um
Compression, rotation only = 2.34 GPa
Rotation shift = -5.1 %
Compression, rotation and slide = 2.04 GPa
Rotation and slide shift = -17.5 %
ALL CHECKS PASSED
```
